# In-Plane Mobility of Silicon with Electrons in Twofold Valleys: a numerical check

```python
# Result under test: moving all electrons of silicon into the two valleys along
# the film normal z multiplies the in-plane mobility by R = 3/(2 + mt/ml),
# if the scattering time is unchanged.
# ml, mt: longitudinal and transverse masses in units of the electron mass m0.
# split: energy of the four in-plane valleys above the two z valleys.
# p: fraction of electrons in the two z valleys.
# Grid units: energy kT, wave number sqrt(m0 kT)/hbar.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gamma

q, m0, hbar = const.e, const.m_e, const.hbar
ml, mt = 0.98, 0.19
temperature = 300.0
kT = const.k * temperature
kT_meV = kT / q * 1e3
tau = 0.18e-12

# Derived formulas
mass_c = 3 / (2 / mt + 1 / ml)
R = 3 / (2 + mt / ml)
R_normal = mass_c / ml


def lower_fraction(split_kT):
    return 1 / (1 + 2 * np.exp(-split_kT))


def partial_factor(p):
    return 1 + (R - 1) * (3 * p - 1) / 2


# Independent road: shifted distributions summed over the valleys
axis_k = np.linspace(-6, 6, 80)
K = np.meshgrid(axis_k, axis_k, axis_k, indexing="ij", sparse=True)


def band(k, valley_axis):
    masses = [mt, mt, mt]
    masses[valley_axis] = ml
    return sum(k[i]**2 / (2 * masses[i]) for i in range(3))


def moved(direction, amount):
    return [K[i] + amount * direction[i] for i in range(3)]


def velocity(direction, valley_axis):
    h = 0.01
    return (band(moved(direction, h), valley_axis)
            - band(moved(direction, -h), valley_axis)) / (2 * h)


def grid_transport(direction, split_kT):
    """Return inverse mobility mass and fraction in the z valleys."""
    shift = 0.01
    number, current = np.zeros(3), 0.0
    for a in range(3):
        offset = 0.0 if a == 2 else split_kT
        f = np.exp(-band(moved(direction, -shift), a) - offset)
        number[a] = 2 * f.sum()
        current += 2 * (f * velocity(direction, a)).sum()
    return current / number.sum() / shift, number[2] / number.sum()


X, Z = (1, 0, 0), (0, 0, 1)
DIAGONAL = (np.sqrt(0.5), np.sqrt(0.5), 0)
base_x, base_p = grid_transport(X, 0.0)
base_z, _ = grid_transport(Z, 0.0)
full_x, full_p = grid_transport(X, 40.0)
full_z, _ = grid_transport(Z, 40.0)
assert abs(base_x * mass_c - 1) < 1e-5
assert abs(base_z / base_x - 1) < 1e-5
assert abs(base_p - 1 / 3) < 1e-5
assert abs(full_x / base_x - R) < 1e-5
assert abs(full_z / base_z - R_normal) < 1e-5
assert round(full_x / base_x, 2) == 1.37

# Energy-dependent scattering time, tau proportional to E^(-1/2)
weighted = []
for a in range(3):
    energy = band(K, a)
    f = np.exp(-energy)
    weighted.append((velocity(X, a)**2 * f / np.sqrt(energy)).sum() / f.sum())
R_energy = weighted[2] / np.mean(weighted)
# tolerance: the integrand has a cusp at k = 0, which limits the grid sum
assert abs(R_energy - R) < 2e-3

# Strained film: rough typical silicon parameters
strain = 0.008
C11, C12 = 166.0, 64.0
xi_u = 9.0
strain_z = -2 * C12 / C11 * strain
split_meV = 1e3 * xi_u * strain * (1 + 2 * C12 / C11)


def elastic_energy(z_percent):
    e = 100 * strain
    return (C11 * (2 * e**2 + z_percent**2) / 2
            + C12 * (e**2 + 2 * e * z_percent))


relaxed_z = minimize_scalar(elastic_energy).x / 100
assert abs(relaxed_z / strain_z - 1) < 1e-5
energy_x, energy_z = xi_u * strain, xi_u * relaxed_z
assert abs(1e3 * (energy_x - energy_z) / split_meV - 1) < 1e-5

split_kT = split_meV / kT_meV
p_film = lower_fraction(split_kT)
factor_film = partial_factor(p_film)
for test_split in (1.0, split_kT):
    grid_x, grid_p = grid_transport(X, test_split)
    grid_d, _ = grid_transport(DIAGONAL, test_split)
    p_test = lower_fraction(test_split)
    assert abs(grid_p - p_test) < 1e-5
    assert abs(grid_x / base_x - partial_factor(p_test)) < 1e-5
    assert abs(grid_d / grid_x - 1) < 1e-5

# Fermi statistics
mass_dos = (ml * mt**2)**(1 / 3)
valley_density = 2 * (mass_dos * m0 * kT / (2 * np.pi * hbar**2))**1.5


def fermi_half(eta):
    # substitution x = u^2 removes the square-root edge
    value = quad(lambda u: 2 * u**2 * expit(eta - u**2), 0, 9,
                 epsabs=1e-16, epsrel=1e-10, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def fermi_fraction(density_cm3):
    def total(eta):
        return valley_density * (2 * fermi_half(eta)
                                 + 4 * fermi_half(eta - split_kT))
    eta = brentq(lambda y: total(y) / (density_cm3 * 1e6) - 1, -20, 12)
    return 2 * valley_density * fermi_half(eta) / total(eta)


density, heavy_density = 1e16, 1e19
p_fermi = fermi_fraction(density)
p_heavy = fermi_fraction(heavy_density)
assert abs(fermi_fraction(1e13) - p_film) < 1e-5

# Confinement between hard walls: finite-difference ground states
thickness = 15e-9


def well_energy_meV(mass):
    points = 600
    step = thickness / (points + 1)
    hop = hbar**2 / (2 * mass * m0 * step**2) / q * 1e3
    return eigh_tridiagonal(np.full(points, 2 * hop),
                            np.full(points - 1, -hop), select="i",
                            select_range=(0, 0), eigvals_only=True)[0]


well_two, well_four = well_energy_meV(ml), well_energy_meV(mt)
for mass, value in ((ml, well_two), (mt, well_four)):
    formula = (np.pi * hbar / thickness)**2 / (2 * mass * m0) / q * 1e3
    assert abs(value / formula - 1) < 1e-4

# Rough phonon model for the change of scattering time
mass_density, sound_speed = 2330.0, 6600.0
acoustic_eV = 9.0
f_meV, f_coupling = 50.0, 3e8     # coupling in eV/cm
g_meV, g_coupling = 60.0, 11e8
x_grid = np.linspace(1e-6, 30, 300001)


def state_density(x):
    return ((mass_dos * m0)**1.5 * np.sqrt(np.maximum(x, 0) * kT)
            / (np.sqrt(2) * np.pi**2 * hbar**3))


def intervalley_rate(phonon_meV, coupling, final_valleys, offset_kT):
    w = phonon_meV / kT_meV
    occupation = 1 / np.expm1(w)
    omega = phonon_meV * 1e-3 * q / hbar
    strength = (np.pi * (coupling * 100 * q)**2 * final_valleys
                / (mass_density * omega))
    return strength * (occupation * state_density(x_grid + w - offset_kT)
                       + (occupation + 1)
                       * state_density(x_grid - w - offset_kT))


def mean_time(rate):
    weight = x_grid**1.5 * np.exp(-x_grid)
    return np.sum(weight / rate) / np.sum(weight)


acoustic = (2 * np.pi * (acoustic_eV * q)**2 * kT * state_density(x_grid)
            / (hbar * mass_density * sound_speed**2))
rate_at_kT = np.interp(1.0, x_grid, acoustic)
assert abs(mean_time(acoustic) * rate_at_kT * gamma(2.5) - 1) < 1e-3
same = acoustic + intervalley_rate(g_meV, g_coupling, 1, 0)
time_bulk = mean_time(same + intervalley_rate(f_meV, f_coupling, 4, 0))
time_film = mean_time(same + intervalley_rate(f_meV, f_coupling, 4, split_kT))
time_limit = mean_time(same)
time_far = mean_time(same + intervalley_rate(f_meV, f_coupling, 4,
                                             500 / kT_meV))
assert time_bulk < time_film < time_limit
assert abs(time_far / time_limit - 1) < 1e-3

mobility_bulk = q * tau / (mass_c * m0) * 1e4
wrong_factor = ((2 * mt + ml) / 3) / mt

print(f"longitudinal mass: {ml:.2f} m0")
print(f"transverse mass: {mt:.2f} m0")
print(f"unstrained conductivity mass: {mass_c:.4f} m0")
print(f"in-plane factor, full transfer, formula: {R:.4f}")
print(f"in-plane factor, full transfer, k grid: {full_x / base_x:.4f}")
print(f"same, tau ~ E^(-1/2), k grid: {R_energy:.4f}")
print(f"factor along film normal, full transfer: {R_normal:.4f}")
print(f"wrong factor from averaging masses: {wrong_factor:.2f}")
print(f"in-plane factor if ml were 0.92 m0: {3 / (2 + mt / 0.92):.4f}")
print(f"temperature: {temperature:.0f} K")
print(f"kT: {kT_meV:.2f} meV")
print(f"scattering time: {tau * 1e12:.2f} ps")
print(f"in-plane strain: {100 * strain:.2f} %")
print(f"C11, C12 (rough): {C11:.0f}, {C12:.0f} GPa")
print(f"deformation potential Xi_u (rough): {xi_u:.1f} eV")
print(f"strain along normal: {100 * strain_z:.3f} %")
print(f"valley splitting: {split_meV:.1f} meV")
print(f"splitting / kT: {split_kT:.3f}")
print(f"fraction in twofold valleys: {p_film:.4f}")
print(f"in-plane factor of the film: {factor_film:.4f}")
print(f"mobility, unstrained: {mobility_bulk:.0f} cm2/Vs")
print(f"mobility, film: {mobility_bulk * factor_film:.0f} cm2/Vs")
print(f"mobility, full transfer: {mobility_bulk * R:.0f} cm2/Vs")
print(f"normal mobility, full transfer: {mobility_bulk * R_normal:.0f} cm2/Vs")
for s in (0, 25, 50, 100, 150):
    p = lower_fraction(s / kT_meV)
    print(f"splitting {s} meV: p = {p:.4f}, factor = {partial_factor(p):.4f}")
print(f"electron density: {density:.0e} cm^-3")
print(f"p with Fermi statistics: {p_fermi:.4f}")
print(f"p at {heavy_density:.0e} cm^-3: {p_heavy:.4f}")
print(f"factor at {heavy_density:.0e} cm^-3: {partial_factor(p_heavy):.4f}")
print(f"film thickness: {thickness * 1e9:.0f} nm")
print(f"confinement energy, twofold: {well_two:.2f} meV")
print(f"confinement energy, fourfold: {well_four:.2f} meV")
print(f"added splitting by confinement: {well_four - well_two:.2f} meV")
print(f"acoustic coupling (rough): {acoustic_eV:.1f} eV")
print(f"f phonon (rough): {f_meV:.0f} meV, {f_coupling:.0e} eV/cm")
print(f"g phonon (rough): {g_meV:.0f} meV, {g_coupling:.1e} eV/cm")
print(f"phonon-model mean time, unstrained: {time_bulk * 1e12:.3f} ps")
print(f"phonon-model mean time, film: {time_film * 1e12:.3f} ps")
print(f"scattering-time ratio, film: {time_film / time_bulk:.3f}")
print(f"ratio with f scattering absent: {time_limit / time_bulk:.3f}")
print(f"rough combined factor: {factor_film * time_film / time_bulk:.2f}")
print("OK")
```

Printed output:

```
longitudinal mass: 0.98 m0
transverse mass: 0.19 m0
unstrained conductivity mass: 0.2598 m0
in-plane factor, full transfer, formula: 1.3674
in-plane factor, full transfer, k grid: 1.3674
same, tau ~ E^(-1/2), k grid: 1.3675
factor along film normal, full transfer: 0.2651
wrong factor from averaging masses: 2.39
in-plane factor if ml were 0.92 m0: 1.3596
temperature: 300 K
kT: 25.85 meV
scattering time: 0.18 ps
in-plane strain: 0.80 %
C11, C12 (rough): 166, 64 GPa
deformation potential Xi_u (rough): 9.0 eV
strain along normal: -0.617 %
valley splitting: 127.5 meV
splitting / kT: 4.933
fraction in twofold valleys: 0.9858
in-plane factor of the film: 1.3596
mobility, unstrained: 1219 cm2/Vs
mobility, film: 1657 cm2/Vs
mobility, full transfer: 1666 cm2/Vs
normal mobility, full transfer: 323 cm2/Vs
splitting 0 meV: p = 0.3333, factor = 1.0000
splitting 25 meV: p = 0.5680, factor = 1.1294
splitting 50 meV: p = 0.7757, factor = 1.2438
splitting 100 meV: p = 0.9599, factor = 1.3453
splitting 150 meV: p = 0.9940, factor = 1.3641
electron density: 1e+16 cm^-3
p with Fermi statistics: 0.9858
p at 1e+19 cm^-3: 0.9798
factor at 1e+19 cm^-3: 1.3563
film thickness: 15 nm
confinement energy, twofold: 1.71 meV
confinement energy, fourfold: 8.80 meV
added splitting by confinement: 7.09 meV
acoustic coupling (rough): 9.0 eV
f phonon (rough): 50 meV, 3e+08 eV/cm
g phonon (rough): 60 meV, 1.1e+09 eV/cm
phonon-model mean time, unstrained: 0.159 ps
phonon-model mean time, film: 0.177 ps
scattering-time ratio, film: 1.114
ratio with f scattering absent: 1.117
rough combined factor: 1.51
OK
```
